# Thermionic emission over a Schottky barrier and its Richardson constant, derived twice, part 2

Which mass sets the Richardson constant $A$ in the saturation current density $J_0=A\,T^2e^{-\phi/kT}$ of a metal–semiconductor contact? The n-type semiconductor has one isotropic parabolic valley of mass $m$. The barrier top lies at $\phi$ above the metal Fermi level, independent of bias. The bulk band edge lies $\zeta$ above the bulk Fermi level, which a forward bias raises to $V$; the band bending is $\phi-\zeta-V$. The metal band has mass $M$ and its bottom at $-D$.

The algebra is in atomic units, $\hbar=m_0=q=1$, so $h=2\pi$; $m_0$ is the free-electron mass, $q$ the elementary charge and $k$ Boltzmann's constant. The wavevector is $\mathbf p$, with $\mathbf p_\parallel=(p_x,p_y)$ along the contact and $p_z$ normal to it. $E$ is the total energy, $v_z=\partial E/\partial p_z$ the normal velocity and $W'$ the normal energy at the top. The current density $J$ is positive when electrons flow from semiconductor to metal.

A first derivation, state counting, summed velocity times occupation over the states that clear the barrier, with $E$ and $\mathbf p_\parallel$ conserved. It gave the fluxes $F_s=F_0e^{V/kT}$ from the semiconductor and $F_m=F_0$ from the metal, with

$$F_0=\frac{mkT}{\pi}\times\frac{kT}{2\pi}\times e^{-\phi/kT}$$

(channel density, rate $kT/h$, Boltzmann factor), and in ordinary units

$$J=A\,T^2e^{-\phi/kT}\left(e^{qV/kT}-1\right),\qquad A=\frac{4\pi q m k^2}{h^3}=120.17\,\frac{m}{m_0}\ \frac{\text{A}}{\text{cm}^2\,\text{K}^2}.$$

A second derivation treats the electrons at the barrier top as a dilute gas. With kinetic energy $K=p^2/2m$, the density of states is

$$g(K)=\frac{(2m)^{3/2}}{2\pi^2}\sqrt K ,$$

and for $\phi\gg kT$ the equilibrium density at the top is

$$n_t=\frac{(2mkT)^{3/2}}{4\pi^{3/2}}\,e^{-\phi/kT}=2\left(\frac{mkT}{2\pi}\right)^{3/2}e^{-\phi/kT}.$$

It remains to find how many of these electrons cross a plane per area and time.

### The speed of effusion

In equilibrium all directions of motion are equally likely. Let $c$ be the cosine of the angle between the velocity and the normal towards the metal. Equal solid angles correspond to equal intervals of $c$, so the fraction of electrons in $dc$ is $dc/2$, with $c$ running from $-1$ to $1$. Those with $c>0$ approach the metal with normal velocity $vc$. With the mean speed $\bar v$, the one-way flux is

$$F=n_t\int_0^1\frac{dc}{2}\,\bar v\,c=\frac{n_t\bar v}{4}.$$

One factor of one half arises because half the electrons move the other way, and the other is the mean of $c$ over the forward half.

The mean speed is the average of $v=\sqrt{2K/m}$, weighted with $\sqrt K\,e^{-K/kT}$:

$$\bar v=\sqrt{\frac2m}\;\frac{\int_0^\infty K\,e^{-K/kT}dK}{\int_0^\infty\sqrt K\,e^{-K/kT}dK}=\sqrt{\frac2m}\;\frac{(kT)^2}{(kT)^{3/2}\sqrt\pi/2}=\sqrt{\frac{8kT}{\pi m}} .$$

The effusion speed is a quarter of this:

$$v_e=\frac{\bar v}{4}=\sqrt{\frac{8kT}{16\pi m}}=\sqrt{\frac{kT}{2\pi m}} .$$

The product of density and speed is

$$n_tv_e=2\left(\frac{mkT}{2\pi}\right)^{3/2}\left(\frac{kT}{2\pi m}\right)^{1/2}e^{-\phi/kT}=\frac{2m(kT)^2}{(2\pi)^2}\,e^{-\phi/kT}=\frac{m(kT)^2}{2\pi^2}\,e^{-\phi/kT}=F_0 .$$

The powers of $m$ are $\tfrac32-\tfrac12=1$, and those of $T$ are $\tfrac32+\tfrac12=2$. A heavier carrier is slower, but it has enough additional states at the top to make the flux larger.

### The bias, by detailed balance

At $V=0$ no net current flows, so the flux from the metal must equal the flux from the semiconductor. If every electron that moves towards the metal at the top enters it, both are $F_0$. The metal band enters only through this assumption, which requires the metal to offer a state to every arriving electron; its mass is not needed. Bias leaves the metal's occupation and $\phi$ unchanged, so the metal continues to send $F_0$.

The electrons moving towards the metal come from the semiconductor. If its Fermi level stays at $V$ all the way to the top, their occupation becomes $e^{-(\phi+K-V)/kT}$, which is the equilibrium value times $e^{V/kT}$. The distribution of their velocities is unchanged, so their flux is $F_0e^{V/kT}$. The difference reproduces

$$J=qn_tv_e\left(e^{V/kT}-1\right)=qF_0\left(e^{V/kT}-1\right).$$

Under bias the gas at the top is not in equilibrium. Its forward-moving half is filled from the semiconductor and its backward-moving half from the metal, so the actual density there is $\tfrac12n_t(e^{V/kT}+1)$. In the formula for $J$, the product $n_te^{V/kT}$ is the density that would be present if both halves were filled from the semiconductor. A device calculation that uses $qv_e(n-n_t)$ as its boundary condition must take $n$ in this second sense.

### A worked example

Take round model parameters: $m=0.50\,m_0$, $\phi=0.70$ eV, $\zeta=0.20$ eV, $T=300$ K and $V=0.20$ V. The band bending is 0.50 eV at zero bias and $0.70-0.20-0.20=0.30$ eV under bias, so a barrier remains. The exponent is $\phi/kT=0.70/0.025852=27.08$, and the Boltzmann factor is $1.740\times10^{-12}$.

State counting multiplies the channel density, the rate $kT/h$ and the Boltzmann factor:

$$F_0=(5.400\times10^{-4})(6.251\times10^{12})(1.740\times10^{-12})=5.87\times10^{-3}\ \text{Å}^{-2}\,\text{s}^{-1}.$$

The gas picture multiplies the density at the top, in Å$^{-3}$, by the effusion speed, in Å/s:

$$F_0=(1.544\times10^{-17})(3.804\times10^{14})=5.87\times10^{-3}\ \text{Å}^{-2}\,\text{s}^{-1}.$$

The bias multiplies the flux from the semiconductor by $e^{qV/kT}=2290$, which gives 13.45 Å$^{-2}$ s$^{-1}$. Subtracting the metal's 0.006 leaves 13.44 Å$^{-2}$ s$^{-1}$.

For the current densities, $A=0.50\times120.17=60.09$ A cm$^{-2}$ K$^{-2}$, and

$$J_0=60.09\times300^2\times1.740\times10^{-12}=9.4\times10^{-6}\ \text{A/cm}^2,$$

$$J=9.41\times10^{-6}\times(2290-1)=2.2\times10^{-2}\ \text{A/cm}^2 .$$

These numbers are those of the ideal model. With a dielectric constant of 12, $\zeta=0.20$ eV corresponds to a doping near $4\times10^{15}$ cm$^{-3}$ and a field near $1.8\times10^4$ V/cm at this bias. The drift speed $\mu\mathcal E$ is then only 1.4 times $v_e$ for $\mu=300$ cm$^2$/(V s) and 4.7 times for $\mu=1000$ cm$^2$/(V s), so collisions in the depletion layer, treated below, would lower $J$ noticeably; the change of the image lowering between 0 and 0.20 V would lower it by a further 8% or so. More digits would have no physical weight. A change of 0.01 eV in $\phi$ multiplies the current by $e^{0.01/0.025852}=1.47$ or divides it by the same factor.

Near zero bias, $e^{qV/kT}-1\approx qV/kT$, and the contact behaves as a resistor with resistance times area $kT/(qJ_0)=0.02585\ \text{V}/(9.41\times10^{-6}\ \text{A/cm}^2)\approx2.7\times10^3\ \Omega\,\text{cm}^2$. For a reverse bias of several $kT/q$ the exponential vanishes, and $J$ tends to $-J_0$, the metal's own emission. This saturation holds for a bias-independent $\phi$; in a real contact the image lowering and the tunnelling grow with reverse bias, and the current keeps rising.

### What each derivation assumes

Both rest on four common assumptions: full transmission above the top and none below, forward-moving states at the top filled according to the bulk Fermi level, a barrier height independent of bias, and Boltzmann occupation of the states that cross. They differ in what else they need.

**The path from the bulk.** State counting followed each electron from the bulk with $E$ and $\mathbf p_\parallel$ conserved. The gas derivation needs only the occupation of the forward-moving states at the top. Collisions on the way are harmless to it as long as they leave that occupation at the value set by the bulk Fermi level.

**The metal.** State counting needed a deep metal band and conservation of $\mathbf p_\parallel$ at the interface, and in return it showed explicitly why $M$ drops out. Detailed balance uses neither explicitly, but its assumption of full transmission requires the metal to offer a state to every arriving electron, and at a smooth interface this is the same condition on the depth of the metal band. If a rough interface scatters $\mathbf p_\parallel$ but still passes every electron that arrives from the semiconductor, the return flux at equilibrium must still be $F_0$.

**The band shape.** The gas derivation used an isotropic parabolic band twice, in $g(K)$ and in the average over directions. State counting used $v_z\,dp_z=dE$, which follows from $v_z=\partial E/\partial p_z$ for any band, so for a band that rises by many $kT$ from a single minimum along $p_z$, what matters is the energy of that minimum at each $\mathbf p_\parallel$. If there are several minima along $p_z$, separated by maxima many $kT$ higher, each adds its own flux towards the contact. Let $\mathbf p$ be measured from the centre of the valley. When the valley axes are aligned with the contact, this minimum lies at $p_z=0$ and only the dispersion along the plane enters. For a tilted valley it lies in general at $p_z\neq0$, and its energy can involve all three principal masses. For an ellipsoidal valley with axes along $x$, $y$ and $z$, the transverse integral becomes a product of two Gaussians,

$$\int dp_x\,e^{-p_x^2/2m_xkT}\int dp_y\,e^{-p_y^2/2m_ykT}=\sqrt{2\pi m_xkT}\,\sqrt{2\pi m_ykT}=2\pi\sqrt{m_xm_y}\,kT .$$

The mass in $A$ is then $\sqrt{m_xm_y}$, and $m_z$ is absent. In the gas picture $m_z$ raises the density as $\sqrt{m_z}$ and lowers the normal speed as $1/\sqrt{m_z}$. The numerical check confirms the independence of $m_z$ for such a valley. With several aligned valleys of equal barrier height, the fluxes arriving at the contact add. They all cross only if the metal offers a channel to each. At a smooth interface a single metal band has one outgoing state for given $E$ and $\mathbf p_\parallel$, so two valleys that project onto the same $\mathbf p_\parallel$ share it, and a valley centred at large $\mathbf p_\parallel$ may find no metal state at all.

**Partial transmission.** State counting extends easily. If an electron with normal energy $W'$ above the top crosses with probability $t(W')$, the normal integral changes from $kT$ to $\int_0^\infty t(W')\,e^{-W'/kT}dW'$, and $A$ is multiplied by

$$\langle t\rangle=\frac{1}{kT}\int_0^\infty t(W')\,e^{-W'/kT}dW'\le1 .$$

Within this model $4\pi qmk^2/h^3$ is thus an upper bound for emission over the top. The reduction need not be small. At an abrupt step, matching $\psi$ and $\psi'$ divided by the mass gives $t=4v_sv_M/(v_s+v_M)^2$, with $v_s$ and $v_M$ the normal velocities on the two sides, and a deep metal band makes $v_M\gg v_s$ for thermal electrons. For $m=0.5$, $\phi=0.70$ eV, $D=5$ eV and 300 K the thermal average is 0.17, 0.28 and 0.32 for $M=0.3$, 1.0 and 1.5, which shifts an inferred barrier by 0.047, 0.033 and 0.029 eV, more than a factor of two in the mass does. A barrier rounded by the image force reflects less, but the metal mass still enters. Tunnelling below the top is a separate, additional current.

### When the Fermi level is not flat

Where electrons collide often in the depletion layer, a current through it needs a gradient of the Fermi level. Under forward bias the drop must be small compared with $kT$ for the result to hold. Under a reverse bias of several $kT/q$ it may be larger, provided the flux of forward-moving electrons at the top stays small compared with $F_0$. Suppose that transport there is by drift and diffusion with mobility $\mu$, and that the band edge near the top is linear, $E_c=\phi-\mathcal Es$, at distance $s$ from the top. This leaves out the rounding of the top by the image force, which enlarges the integral below, by about 50% for the worked example with a dielectric constant of 12. Let the local Fermi level be $\eta(s)$ and put $a=e^{\eta/kT}$. The local density is $n=n_t\,a\,e^{\mathcal Es/kT}$, and the flux towards the top is

$$F=\mu n\frac{d\eta}{ds}=\mu kT\,n_t\,e^{\mathcal Es/kT}\frac{da}{ds},$$

because $d\eta/ds=(kT/a)\,da/ds$. In a steady state $F$ is constant. If the band bending is many $kT$, the region near the top dominates the integral over $s$, and the upper limit may be set to infinity. Solving for $da/ds$ and integrating from the top into the bulk then gives

$$a_{\text{bulk}}-a_{\text{top}}=\frac{F}{\mu kTn_t}\int_0^\infty e^{-\mathcal Es/kT}ds=\frac{F}{n_t\,\mu\mathcal E}.$$

Emission at the top gives $F=n_tv_e(a_{\text{top}}-1)$ if $a_{\text{top}}$ is identified with the occupation factor $a_f$ of the forward-moving half. Drift and diffusion describe the total density instead. Identifying $n_ta_{\text{top}}$ with the actual density $\tfrac12n_t(a_f+1)$ would replace $v_e$ by $2v_e$, so the matching is uncertain by up to this factor. Take the first form. Eliminating $a_{\text{top}}$, with $a_{\text{bulk}}=e^{V/kT}$,

$$F=\frac{n_t\left(e^{V/kT}-1\right)}{1/v_e+1/(\mu\mathcal E)} .$$

The two processes act in series. Thermionic emission is recovered when the drift speed $\mu\mathcal E$ near the top is much larger than $v_e$. In the opposite case the depletion layer limits the current, and $A$ no longer describes it. The drift-diffusion step assumes many collisions within the length $kT/\mathcal E$ over which most of the drop occurs. With $\mu=\tau/m$ for a collision time $\tau$ and the mean free path $\lambda=\bar v\tau$, the ratio of the two speeds is $\mu\mathcal E/v_e=4\lambda\mathcal E/(m\bar v^2)=(\pi/2)\,\lambda\mathcal E/kT$. Many collisions within $kT/\mathcal E$ therefore means $\mu\mathcal E\ll v_e$, the diffusion-limited case. The thermionic condition $\mu\mathcal E\gg v_e$ means $\lambda\gg kT/\mathcal E$: electrons cross the last $kT$ of the barrier without collisions, as state counting assumed for the whole path, and drift and diffusion no longer describe that region. The series formula is thus derived only in the diffusion-limited case and otherwise interpolates between the two limits.

### Reading a barrier from temperature dependence

The choice of mass can be avoided by measuring $J_0$ at several temperatures. From $\ln(J_0/T^2)=\ln A-\phi/kT$, a plot against $1/kT$ has slope $-\phi$ if $\phi$ is constant. If instead the barrier varies as $\phi=\phi_0-\alpha T$, then

$$A\,T^2e^{-\phi/kT}=\left(A\,e^{\alpha/k}\right)T^2e^{-\phi_0/kT}.$$

The plot is still straight, but its slope gives $\phi_0$, not the barrier at the temperature of measurement, and its intercept gives $Ae^{\alpha/k}$. An intercept that differs from $4\pi qmk^2/h^3$ is therefore not by itself a measurement of the mass: $\alpha$ and $\langle t\rangle$ enter the same number. As a thermal average, $\langle t\rangle$ depends in general on $T$, and then it changes the slope as well. If $\langle t\rangle\propto T^\gamma$ near the temperature of measurement, then $d\ln\langle t\rangle/d(1/kT)=-\gamma kT$, so the barrier read from the slope is raised by $\gamma kT$ and the intercept carries the factor $\langle t\rangle e^{\gamma}$ rather than $\langle t\rangle$.

## Computed values

```
INPUTS
effective mass m/m0 = 0.50
barrier height phi = 0.70 eV
bulk band edge above Fermi level zeta = 0.20 eV
temperature = 300 K
forward bias = 0.20 V
metal mass / m0 = 1.00
metal band bottom below Fermi level = 5.00 eV
RICHARDSON CONSTANT
A for m = m0: 120.173 A/(cm^2 K^2)
same, as flux/(kT)^2: 1.01007e+13 1/(angstrom^2 s eV^2)
A for the example mass: 60.087 A/(cm^2 K^2)
INTERMEDIATE VALUES
kT = 0.025852 eV
phi/kT = 27.0772
band bending at zero bias = 0.50 eV
band bending at forward bias = 0.30 eV
transverse channels m kT/pi = 5.39960e-04 1/angstrom^2
rate kT/h = 6.25099e+12 1/s
exp(-phi/kT) = 1.73987e-12
exp(qV/kT) = 2290.09
density at barrier top, V=0: 1.54363e-17 1/angstrom^3
effusion speed = 3.80437e+14 angstrom/s
FLUXES AND CURRENTS
one-way flux, formula, V=0: 5.87256e-03 1/(angstrom^2 s)
metal to semiconductor, counted: 5.87256e-03 1/(angstrom^2 s)
semiconductor to metal, counted: 1.34487e+01 1/(angstrom^2 s)
net flux, formula: 1.34428e+01 1/(angstrom^2 s)
saturation current density = 9.40888e-06 A/cm^2
forward current density = 2.15377e-02 A/cm^2
LIMIT OF BOLTZMANN STATISTICS
Boltzmann/Fermi-Dirac flux, barrier 1 kT: 1.08632
Boltzmann/Fermi-Dirac flux, barrier 3 kT: 1.01233
```
